**Helium with one exponential orbital: total energy against orbital energy**

Both electrons occupy an orbital proportional to $e^{-\zeta r}$, and $\delta=\zeta-27/16$ is the exponent error in inverse bohr. The total energy is $E=-(27/16)^2+\delta^2$, and the orbital energy is $\varepsilon=-459/512+(5/16)\delta+\delta^2/2$, both in hartree. The program computes the energies by radial quadrature and asserts that they agree with these formulas at three exponents. It also asserts the position of the minimum, the slope $5/16$, and the vanishing of that slope when the Fock operator is frozen. The range $-5/24<\delta<5/8$, in which the orbital energy is changed more than the total energy, is confirmed by root finding. For $\delta=0.05$ the output shows a change of 0.0025 hartree in $E$ and 0.016875 hartree in $\varepsilon$. Hartree-Fock and full configuration interaction in the cc-pVQZ basis show what the single exponential leaves out; they are finite-basis references, not exact values.

## Verification by program

```python
"""Helium with both electrons in phi = sqrt(zeta^3/pi) exp(-zeta r).
Result under test, with d = zeta - 27/16 (hartree atomic units):
  total energy    E   = -(27/16)^2 + d^2
  orbital energy  eps = -459/512 + (5/16) d + d^2/2
E is the Hartree-Fock energy functional; eps = <phi|F[phi]|phi>, where the
Fock operator F is rebuilt from the same phi. h is the one-electron energy,
J the repulsion of two such charge clouds. P(r) = r R(r) is the radial orbital.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto

Z = 2.0
HARTREE_EV = constants.value("Hartree energy in eV")
nodes, weights = np.polynomial.legendre.leggauss(160)
unit, unit_w = (nodes + 1) / 2, weights / 2
R_MAX = 25.0
r, r_w = R_MAX * unit, R_MAX * unit_w


def P(radius, zeta):
    return 2 * zeta**1.5 * radius * np.exp(-zeta * radius)


def kinetic(zeta):
    # complex-step derivative of the radial orbital
    slope = P(r + 1e-20j, zeta).imag / 1e-20
    return 0.5 * np.sum(r_w * slope**2)


def attraction(zeta):
    return -Z * np.sum(r_w * P(r, zeta)**2 / r)


def enclosed(zeta):
    # charge of one electron inside each radius
    return r * (P(r[:, None] * unit[None, :], zeta)**2 @ unit_w)


def repulsion(a, b):
    # double radial integral of the two densities over 1/max(r, s)
    return np.sum(r_w / r * (P(r, a)**2 * enclosed(b)
                             + P(r, b)**2 * enclosed(a)))


def one_electron(zeta):
    return kinetic(zeta) + attraction(zeta)


def total(zeta):
    return 2 * one_electron(zeta) + repulsion(zeta, zeta)


def orbital(zeta):
    return one_electron(zeta) + repulsion(zeta, zeta)


def derivative(f, x, step=1e-3):
    return (f(x + step) - f(x - step)) / (2 * step)


# Closed forms against quadrature, also far from the minimum
for z in (1.2, 1.6875, 2.1):
    assert abs(np.sum(r_w * P(r, z)**2) - 1) < 1e-11
    assert abs(kinetic(z) - z**2 / 2) < 1e-10
    assert abs(attraction(z) + 2 * z) < 1e-10
    assert abs(repulsion(z, z) - 5 * z / 8) < 1e-10
    d = z - 27 / 16
    assert abs(total(z) - (-(27 / 16)**2 + d**2)) < 1e-9
    assert abs(orbital(z) - (-459 / 512 + 5 * d / 16 + d**2 / 2)) < 1e-9
for a, b in ((1.3, 2.0), (1.6875, 1.1)):
    mixed = a * b * (a**2 + 3 * a * b + b**2) / (a + b)**3
    assert abs(repulsion(a, b) - mixed) < 1e-10

# Minimum found from the quadrature energy alone
best = minimize_scalar(total, bracket=(1.0, 1.5, 2.5), tol=1e-9)
assert abs(best.x - 27 / 16) < 1e-6   # flat minimum limits the accuracy
z0 = 27 / 16
E0, eps0 = total(z0), orbital(z0)

# Slopes at the minimum, and their origin
slope_E = derivative(total, z0)
slope_eps = derivative(orbital, z0)
slope_h = derivative(one_electron, z0)
slope_J = derivative(lambda z: repulsion(z, z), z0)
slope_frozen = derivative(lambda z: one_electron(z) + repulsion(z, z0), z0)
slope_field = derivative(lambda z: repulsion(z0, z), z0)
assert abs(slope_E) < 1e-8
assert abs(slope_eps - 5 / 16) < 1e-8
assert abs(slope_h + 5 / 16) < 1e-8
assert abs(slope_J / 2 - 5 / 16) < 1e-8
assert abs(slope_frozen) < 1e-5       # finite-difference cubic remainder
assert abs(slope_field - 5 / 16) < 1e-5


# Range in which the orbital-energy error is the larger one
def excess(d):
    return abs(orbital(z0 + d) - eps0) - (total(z0 + d) - E0)


cross_low = brentq(excess, -0.4, -0.05)
cross_high = brentq(excess, 0.2, 0.9)
assert abs(cross_low + 5 / 24) < 1e-8 and abs(cross_high - 5 / 8) < 1e-8
assert excess(-0.1) > 0 and excess(0.3) > 0
assert excess(-0.3) < 0 and excess(0.8) < 0


# Potential of one electron, and proof that phi is no eigenfunction of F
def cloud_potential(radius, zeta):
    return 1 / radius - np.exp(-2 * zeta * radius) * (zeta + 1 / radius)


def local_orbital_energy(radius, zeta):
    inner = quad(lambda s: P(s, zeta)**2, 0, radius)[0] / radius
    outer = quad(lambda s: P(s, zeta)**2 / s, radius, R_MAX)[0]
    assert abs(inner + outer - cloud_potential(radius, zeta)) < 1e-8
    step = 1e-3
    curvature = (P(radius + step, zeta) - 2 * P(radius, zeta)
                 + P(radius - step, zeta)) / step**2
    return -curvature / (2 * P(radius, zeta)) - Z / radius + inner + outer


local_near, local_far = (local_orbital_energy(x, z0) for x in (0.5, 2.0))
assert abs(local_near - local_far) > 0.01

# The separate minimum of the orbital energy
low = minimize_scalar(orbital, bracket=(0.9, 1.3, 2.0), tol=1e-9)
assert abs(low.x - 11 / 8) < 1e-6


# Larger-basis Hartree-Fock and full two-electron configuration interaction
def reference(basis):
    mol = gto.M(atom="He 0 0 0", basis=basis, verbose=0)
    s = mol.intor("int1e_ovlp")
    n = len(s)
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e").reshape(n, n, n, n)
    val, vec = np.linalg.eigh(s)
    X = vec / np.sqrt(val)
    core = X.T @ core @ X
    for _ in range(4):                # rotate each index in turn
        eri = np.tensordot(eri, X, axes=(0, 0))
    c = np.linalg.eigh(core)[1][:, 0]
    previous = 0.0
    for _ in range(100):
        field = np.einsum("ijkl,k,l->ij", eri, c, c)
        levels, orbs = np.linalg.eigh(core + field)
        c = orbs[:, 0]
        change, previous = abs(levels[0] - previous), levels[0]
        if change < 1e-12:
            break
    assert change < 1e-10
    field = np.einsum("ijkl,k,l->ij", eri, c, c)
    e_hf = 2 * c @ core @ c + c @ field @ c
    one = np.eye(n)
    H = (np.kron(core, one) + np.kron(one, core)
         + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n))
    e_ci = eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0]
    return n, e_hf, levels[0], e_ci


n_basis, E_hf, eps_hf, E_ci = reference("cc-pvqz")
assert E_ci < E_hf < E0
assert low.fun < eps_hf < eps0

# Sizes of neglected recoil and leading one-electron relativistic terms
mass_ratio = (constants.value("alpha particle mass")
              / constants.value("electron mass"))
recoil = -E0 / mass_ratio
alpha = constants.fine_structure
fd = 1e-3
second = (P(r + fd, z0) - 2 * P(r, z0) + P(r - fd, z0)) / fd**2
p4 = np.sum(r_w * second**2)
assert abs(p4 / (5 * z0**4) - 1) < 1e-4   # finite-difference curvature
mass_velocity = -2 * alpha**2 * p4 / 8
darwin = 2 * alpha**2 * Z * z0**3 / 2

# Worked example
d = 0.05
z1 = z0 + d
dT = 2 * (kinetic(z1) - kinetic(z0))
dV = 2 * (attraction(z1) - attraction(z0))
dJ = repulsion(z1, z1) - repulsion(z0, z0)
dE, deps = total(z1) - E0, orbital(z1) - eps0
assert abs(dT + dV + dJ - dE) < 1e-10
threshold = 1e-6
d_small = np.sqrt(threshold)
deps_small = orbital(z0 + d_small) - eps0
assert abs(deps_small / (5 / 16 * np.sqrt(threshold)) - 1) < 0.01

print(f"Best exponent from minimisation: {best.x:.5f} 1/bohr")
print(f"Total energy at 27/16: {E0:.6f} hartree = {E0*HARTREE_EV:.3f} eV")
print(f"Orbital energy at 27/16: {eps0:.6f} hartree"
      f" = {eps0*HARTREE_EV:.3f} eV")
print(f"One-electron energy h at 27/16: {one_electron(z0):.6f} hartree")
print(f"Repulsion J at 27/16: {repulsion(z0, z0):.6f} hartree")
print(f"Hartree energy 2J at 27/16: {2*repulsion(z0, z0):.6f} hartree")
print(f"Exchange energy -J at 27/16: {-repulsion(z0, z0):.6f} hartree")
print("Slopes at 27/16, in hartree per (1/bohr):")
print(f"  total energy: {abs(slope_E):.6f} (magnitude)")
print(f"  orbital energy, Fock operator rebuilt: {slope_eps:.6f}")
print(f"  orbital energy, Fock operator frozen: {abs(slope_frozen):.5f}"
      " (magnitude)")
print(f"  from change of Fock potential alone: {slope_field:.5f}")
print(f"  frozen-orbital ion energy h: {slope_h:.6f}")
print(f"  repulsion J: {slope_J:.6f}")
print(f"Example exponent error: {d:.2f} 1/bohr, exponent {z1:.4f} 1/bohr")
print(f"  change of kinetic energy: {dT:.6f} hartree")
print(f"  change of nuclear attraction: {dV:.6f} hartree")
print(f"  change of electron repulsion: {dJ:.6f} hartree")
print(f"  change of total energy: {dE:.6f} hartree = {dE*HARTREE_EV:.4f} eV")
print(f"  change of orbital energy: {deps:.6f} hartree"
      f" = {deps*HARTREE_EV:.4f} eV")
print(f"  ratio orbital/total change: {deps/dE:.3f}")
print("Table: error d (1/bohr), change of E, change of eps (hartree)")
for x in (-0.10, -0.05, -0.01, 0.01, 0.05, 0.10):
    print(f"  {x:+.2f}  {total(z0+x)-E0:.6f}  {orbital(z0+x)-eps0:+.6f}")
print(f"Equal error sizes at d = {cross_low:.5f} and {cross_high:.5f} 1/bohr")
print(f"Energy error {threshold:.1e} hartree: d = {d_small:.1e} 1/bohr,"
      f" orbital error {deps_small:.3e} hartree")
print(f"Minimum of orbital energy: exponent {low.x:.4f} 1/bohr,"
      f" eps {low.fun:.6f} hartree")
print(f"  total energy there lies {total(low.x)-E0:.6f} hartree too high")
print(f"Local value of F phi/phi at 0.5 bohr: {local_near:.4f} hartree")
print(f"Local value of F phi/phi at 2.0 bohr: {local_far:.4f} hartree")
print(f"cc-pVQZ basis functions: {n_basis}")
print(f"cc-pVQZ Hartree-Fock total energy: {E_hf:.5f} hartree")
print(f"cc-pVQZ Hartree-Fock orbital energy: {eps_hf:.5f} hartree")
print(f"cc-pVQZ full CI total energy: {E_ci:.5f} hartree")
print(f"One-exponential excess in total energy: {E0-E_hf:.5f} hartree")
print(f"One-exponential excess in orbital energy: {eps0-eps_hf:.5f} hartree")
print(f"Correlation energy in cc-pVQZ: {E_ci-E_hf:.5f} hartree")
print(f"Nuclear recoil estimate: {recoil:.1e} hartree")
print(f"Mass-velocity term: {mass_velocity:.1e} hartree")
print(f"One-electron Darwin term: {darwin:.1e} hartree")
print("ALL CHECKS PASSED")
```

It prints:

```
Best exponent from minimisation: 1.68750 1/bohr
Total energy at 27/16: -2.847656 hartree = -77.489 eV
Orbital energy at 27/16: -0.896484 hartree = -24.395 eV
One-electron energy h at 27/16: -1.951172 hartree
Repulsion J at 27/16: 1.054687 hartree
Hartree energy 2J at 27/16: 2.109375 hartree
Exchange energy -J at 27/16: -1.054687 hartree
Slopes at 27/16, in hartree per (1/bohr):
  total energy: 0.000000 (magnitude)
  orbital energy, Fock operator rebuilt: 0.312500
  orbital energy, Fock operator frozen: 0.00000 (magnitude)
  from change of Fock potential alone: 0.31250
  frozen-orbital ion energy h: -0.312500
  repulsion J: 0.625000
Example exponent error: 0.05 1/bohr, exponent 1.7375 1/bohr
  change of kinetic energy: 0.171250 hartree
  change of nuclear attraction: -0.200000 hartree
  change of electron repulsion: 0.031250 hartree
  change of total energy: 0.002500 hartree = 0.0680 eV
  change of orbital energy: 0.016875 hartree = 0.4592 eV
  ratio orbital/total change: 6.750
Table: error d (1/bohr), change of E, change of eps (hartree)
  -0.10  0.010000  -0.026250
  -0.05  0.002500  -0.014375
  -0.01  0.000100  -0.003075
  +0.01  0.000100  +0.003175
  +0.05  0.002500  +0.016875
  +0.10  0.010000  +0.036250
Equal error sizes at d = -0.20833 and 0.62500 1/bohr
Energy error 1.0e-06 hartree: d = 1.0e-03 1/bohr, orbital error 3.130e-04 hartree
Minimum of orbital energy: exponent 1.3750 1/bohr, eps -0.945312 hartree
  total energy there lies 0.097656 hartree too high
Local value of F phi/phi at 0.5 bohr: -0.7309 hartree
Local value of F phi/phi at 2.0 bohr: -1.0826 hartree
cc-pVQZ basis functions: 30
cc-pVQZ Hartree-Fock total energy: -2.86151 hartree
cc-pVQZ Hartree-Fock orbital energy: -0.91785 hartree
cc-pVQZ full CI total energy: -2.90241 hartree
One-exponential excess in total energy: 0.01386 hartree
One-exponential excess in orbital energy: 0.02136 hartree
Correlation energy in cc-pVQZ: -0.04090 hartree
Nuclear recoil estimate: 3.9e-04 hartree
Mass-velocity term: -5.4e-04 hartree
One-electron Darwin term: 5.1e-04 hartree
ALL CHECKS PASSED
```
